# Fourth-power thermal shift of the transition pressure between two insulating polymorphs: a numerical check

```python
"""Result under test: two insulating polymorphs (1, 2) with harmonic phonons
coexist at the pressure
    P_t(T) = P0 + c T^4 + higher powers,
    c = (pi^4/5) n k (1/Theta2^3 - 1/Theta1^3) / (V2 - V1).
P0: coexistence pressure at T = 0 with zero-point energy; n: atoms per formula
unit (f.u.); V1, V2: volumes per f.u. at P0; Theta1, Theta2: Debye temperatures
at P0, defined by the sound speeds; k: Boltzmann constant.
Units: eV, cubic angstrom (A^3), GPa, K; the spring crystal uses hbar = k = 1.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

K_EV = const.k / const.e                 # Boltzmann constant, eV/K
GPA_A3 = 1e9 * 1e-30 / const.e           # 1 GPa A^3 in eV


def unit_gauss(count):
    """Gauss-Legendre nodes and weights on [0, 1]."""
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (x + 1), 0.5 * w


# ---------- integrals used in the derivation ----------
U, W = unit_gauss(80)
Y, WY = 60 * U**2, 60 * 2 * U * W        # integration over 0..60
phonon_integral = np.sum(WY * Y**2 * np.log(-np.expm1(-Y)))
assert abs(phonon_integral + np.pi**4 / 45) < 1e-8
# electrons at a metal's Fermi level: this integral multiplies T^2
electron_integral = np.sum(WY * np.log1p(np.exp(-Y)))
assert abs(electron_integral - np.pi**2 / 12) < 1e-8
# zero-point energy per atom in units of k Theta, from the Debye spectrum
zero_point_factor = np.sum(W * 9 * U**2 * 0.5 * U)
assert abs(zero_point_factor - 9 / 8) < 1e-12

# ---------- spring crystal: CsCl structure, lattice constant 1 ----------
MASS_A, MASS_B = 1.0, 3.0
SPRING_AB, SPRING_AA, SPRING_BB = 1.0, 0.6, 0.9
NEAR = np.array(list(itertools.product([-0.5, 0.5], repeat=3)))
AXES = np.eye(3)


def elastic_debye_temperature():
    """Debye temperature and slowest sound speed from elastic constants."""
    bonds = [(SPRING_AB, r) for r in NEAR]
    bonds += [(SPRING_AA + SPRING_BB, r) for r in AXES]
    stiffness = np.zeros((3, 3, 3, 3))
    for spring, r in bonds:
        unit = r / np.linalg.norm(r)
        stiffness += spring * (r @ r) * np.einsum(
            'i,j,k,l->ijkl', unit, unit, unit, unit)
    z, wz = np.polynomial.legendre.leggauss(48)
    phi = 2 * np.pi * (np.arange(96) + 0.5) / 96
    zz, pp = np.meshgrid(z, phi, indexing='ij')
    s = np.sqrt(1 - zz**2)
    q = np.stack([s * np.cos(pp), s * np.sin(pp), zz], axis=-1)
    christoffel = np.einsum('ijkl,abj,abl->abik', stiffness, q, q)
    speeds = np.sqrt(np.linalg.eigvalsh(christoffel / (MASS_A + MASS_B)))
    inverse_cube = np.sum(speeds**-3, axis=-1)
    mean = np.sum(wz[:, None] * inverse_cube) / (2 * len(phi))
    debye_speed = (3 / mean)**(1 / 3)
    return debye_speed * (6 * np.pi**2 * 2)**(1 / 3), speeds.min()


def lattice_thermal_free_energy(temperature, slowest):
    """Mode sum over the zone; modes far above k T are cut off."""
    edge = min(np.pi, 40 * temperature / slowest)
    u, w = unit_gauss(36)
    k1, w1 = edge * u**2, edge * 2 * u * w / np.pi
    k = np.stack(np.meshgrid(k1, k1, k1, indexing='ij'), -1).reshape(-1, 3)
    weight = np.einsum('i,j,k->ijk', w1, w1, w1).ravel()
    dyn = np.zeros((len(k), 6, 6))
    for r in NEAR:
        block = SPRING_AB * np.outer(r, r) / (r @ r)
        coupling = np.cos(k @ r)[:, None, None] * block
        dyn[:, :3, :3] += block / MASS_A
        dyn[:, 3:, 3:] += block / MASS_B
        dyn[:, :3, 3:] -= coupling / np.sqrt(MASS_A * MASS_B)
        dyn[:, 3:, :3] -= coupling / np.sqrt(MASS_A * MASS_B)
    for i in range(3):
        bend = 2 * (1 - np.cos(k[:, i]))
        dyn[:, i, i] += SPRING_AA * bend / MASS_A
        dyn[:, 3 + i, 3 + i] += SPRING_BB * bend / MASS_B
    omega = np.sqrt(np.maximum(np.linalg.eigvalsh(dyn), 1e-30))
    logs = np.log(-np.expm1(-omega / temperature)).sum(axis=1)
    return temperature * np.sum(weight * logs)


theta_lattice, slowest_speed = elastic_debye_temperature()


def lattice_to_law(t_over_theta):
    """Lattice free energy divided by the T^4 law (two atoms per cell)."""
    t = t_over_theta * theta_lattice
    law = -np.pi**4 / 5 * 2 * t**4 / theta_lattice**3
    return lattice_thermal_free_energy(t, slowest_speed) / law


ratio_cold, ratio_warm = lattice_to_law(0.005), lattice_to_law(0.010)
lattice_limit = (4 * ratio_cold - ratio_warm) / 3
dispersion_power = np.log2((ratio_warm - 1) / (ratio_cold - 1))
assert abs(lattice_limit - 1) < 1e-3
assert abs(dispersion_power - 2) < 0.2   # next power of T also contributes

# ---------- two compressible solids with Debye phonons ----------
ATOMS = 3
PHASE1 = dict(E=0.000, V=34.5, B=190.0, theta=440.0, gamma=1.2)
PHASE2 = dict(E=0.025, V=33.3, B=220.0, theta=460.0, gamma=1.5)


def debye_theta(phase, volume):
    return phase['theta'] * (volume / phase['V'])**(-phase['gamma'])


def debye_grid(theta, temperature):
    top = min(theta / temperature, 60.0)
    return top * U**2, top * 2 * U * W


def helmholtz(phase, volume, temperature, zero_point=True):
    strain_energy = 0.5 * phase['B'] * (volume - phase['V'])**2 / phase['V']
    energy = phase['E'] + GPA_A3 * strain_energy
    theta = debye_theta(phase, volume)
    if zero_point:
        energy += zero_point_factor * ATOMS * K_EV * theta
    if temperature > 0:
        y, wy = debye_grid(theta, temperature)
        integral = np.sum(wy * y**2 * np.log(-np.expm1(-y)))
        energy += (9 * ATOMS * K_EV * temperature
                   * (temperature / theta)**3 * integral)
    return energy


def gibbs(phase, pressure, temperature, zero_point=True):
    """Minimum over volume; returns Gibbs energy and equilibrium volume."""
    found = minimize_scalar(
        lambda v: helmholtz(phase, v, temperature, zero_point)
        + GPA_A3 * pressure * v,
        bounds=(0.85 * phase['V'], 1.06 * phase['V']), method='bounded',
        options=dict(xatol=1e-7))
    return found.fun, found.x


def coexistence(p1, p2, temperature, zero_point=True):
    return brentq(lambda p: gibbs(p2, p, temperature, zero_point)[0]
                  - gibbs(p1, p, temperature, zero_point)[0],
                  0.0, 15.0, xtol=1e-13)


def quartic_law(p1, p2):
    """P0 (GPa), volumes, Debye temperatures and c (Pa/K^4)."""
    p0 = coexistence(p1, p2, 0.0)
    v = [gibbs(p, p0, 0.0)[1] for p in (p1, p2)]
    th = [debye_theta(p, x) for p, x in zip((p1, p2), v)]
    c = (np.pi**4 / 5 * ATOMS * K_EV * (th[1]**-3 - th[0]**-3)
         / (v[1] - v[0]) / GPA_A3 * 1e9)
    return p0, v, th, c


# volume-independent frequencies first, then the full example
fixed1, fixed2 = dict(PHASE1, gamma=0.0), dict(PHASE2, gamma=0.0)
for pair in ((fixed1, fixed2), (PHASE1, PHASE2)):
    p0, vols, thetas, c = quartic_law(*pair)
    shift10 = (coexistence(*pair, 10.0) - p0) * 1e9
    shift20 = (coexistence(*pair, 20.0) - p0) * 1e9
    power = np.log2(shift20 / shift10)
    assert abs(shift10 / (c * 10.0**4) - 1) < 1e-3
    assert abs(shift20 / (c * 20.0**4) - 1) < 1e-3
    assert abs(power - 4) < 2e-3


def entropy(phase, volume, temperature):
    theta = debye_theta(phase, volume)
    y, wy = debye_grid(theta, temperature)
    mode = y / np.expm1(y) - np.log(-np.expm1(-y))
    return 9 * ATOMS * K_EV * (temperature / theta)**3 * np.sum(wy * y**2 * mode)


# Clapeyron slope where the quartic law no longer holds
T_CLAP = 100.0
slope_numeric = (coexistence(PHASE1, PHASE2, T_CLAP + 1)
                 - coexistence(PHASE1, PHASE2, T_CLAP - 1)) / 2 * 1e3
p_clap = coexistence(PHASE1, PHASE2, T_CLAP)
v_clap = [gibbs(p, p_clap, T_CLAP)[1] for p in (PHASE1, PHASE2)]
s_clap = [entropy(p, v, T_CLAP) for p, v in zip((PHASE1, PHASE2), v_clap)]
slope_clapeyron = ((s_clap[1] - s_clap[0]) / (v_clap[1] - v_clap[0])
                   / GPA_A3 * 1e3)
assert abs(slope_numeric / slope_clapeyron - 1) < 2e-3

# ---------- sizes of neglected effects ----------
T_EX = 10.0
delta_v = vols[1] - vols[0]
law_shift = c * T_EX**4                                  # Pa
p_static = coexistence(PHASE1, PHASE2, 0.0, zero_point=False)
c_reference = (np.pi**4 / 5 * ATOMS * K_EV
               * (PHASE2['theta']**-3 - PHASE1['theta']**-3)
               / (PHASE2['V'] - PHASE1['V']) / GPA_A3 * 1e9)
dispersion = lattice_to_law(T_EX / thetas[0]) - 1
leverage = thetas[0]**-3 / abs(thetas[1]**-3 - thetas[0]**-3)
OPTICAL_EV, UNITS_PER_CELL = 0.014, 4
optical_energy = (K_EV * T_EX / UNITS_PER_CELL
                  * abs(np.log(-np.expm1(-OPTICAL_EV / (K_EV * T_EX)))))
optical_shift = optical_energy / abs(delta_v) / GPA_A3 * 1e9     # Pa
SURFACE, GRAIN = 0.1, 10e-9                              # J/m^2, m
volume_ratio = vols[0] / abs(delta_v)
surface_shift = 6 * SURFACE / GRAIN * volume_ratio       # Pa
FIELD, DELTA_EPS = 1e8, 5.0                              # V/m, relative
field_shift = 0.5 * const.epsilon_0 * DELTA_EPS * FIELD**2 * volume_ratio
debye_speed = (const.k * thetas[0] / const.hbar
               / (6 * np.pi**2 * ATOMS / (vols[0] * 1e-30))**(1 / 3))
wavelength = const.h * debye_speed / (const.k * T_EX)
GAP_EV = 5.5
gap_log10 = -GAP_EV / (2 * K_EV * 300.0) / np.log(10)

# ---------- output ----------
print(f"Spring crystal, lattice/law at T/Theta=0.005: {ratio_cold:.5f}")
print(f"Spring crystal, lattice/law at T/Theta=0.010: {ratio_warm:.5f}")
print(f"Spring crystal, ratio extrapolated to T=0: {lattice_limit:.5f}")
print(f"Power of T in relative deviation: {dispersion_power:.3f}")
print(f"Input atoms per formula unit: {ATOMS}")
for label, ph in (("1", PHASE1), ("2", PHASE2)):
    print(f"Input phase {label}: static energy {ph['E']:.3f} eV/f.u.")
    print(f"  static volume {ph['V']:.1f} A^3/f.u., bulk modulus {ph['B']:.0f} GPa")
    print(f"  Debye temperature {ph['theta']:.0f} K, Grueneisen {ph['gamma']:.1f}")
print(f"P0 without zero-point energy: {p_static:.3f} GPa")
print(f"P0 with zero-point energy: {p0:.3f} GPa")
print(f"Volumes at P0, phases 1 and 2: {vols[0]:.3f}, {vols[1]:.3f} A^3/f.u.")
print(f"Volume difference V2-V1 at P0: {delta_v:.3f} A^3/f.u.")
print(f"Debye temperatures at P0: {thetas[0]:.2f}, {thetas[1]:.2f} K")
print(f"Coefficient c: {c:.4f} Pa/K^4")
print(f"c from static zero-pressure inputs instead: {c_reference:.4f} Pa/K^4")
print(f"Power of T from solved shifts at 10 and 20 K: {power:.5f}")
for temp in (10.0, 20.0, 40.0, 100.0, 300.0):
    solved = (coexistence(PHASE1, PHASE2, temp) - p0) * 1e3
    print(f"T={temp:.0f} K: solved shift {solved:.5g} MPa, "
          f"law {c * temp**4 * 1e-6:.5g} MPa")
print(f"Slope at 100 K, solved: {slope_numeric:.4f} MPa/K")
print(f"Slope at 100 K, Clapeyron: {slope_clapeyron:.4f} MPa/K")
print(f"Law shift at 10 K: {law_shift * 1e-3:.3f} kPa")
print(f"Dispersion at 10 K, same in both phases: {100 * dispersion:.2f} % of shift")
print(f"Dispersion at 10 K, in phase 1 only: {100 * dispersion * leverage:.1f} % of shift")
print(f"Optical mode input: {OPTICAL_EV * 1e3:.0f} meV, one per {UNITS_PER_CELL} f.u.")
print(f"Optical mode in one phase, 10 K: {optical_shift * 1e-3:.4f} kPa")
print(f"Surface input: difference {SURFACE:.1f} J/m^2, grain {GRAIN * 1e9:.0f} nm")
print(f"Surface-energy shift: {surface_shift * 1e-9:.2f} GPa")
print(f"Field input: {FIELD * 1e-8:.0f} MV/cm, permittivity difference {DELTA_EPS:.0f}")
print(f"Field shift: {field_shift * 1e-6:.2f} MPa")
print(f"Debye sound speed, phase 1: {debye_speed:.0f} m/s")
print(f"Thermal phonon wavelength h v/(k T), 10 K: {wavelength * 1e9:.1f} nm")
print(f"Gap input: {GAP_EV:.1f} eV")
print(f"log10 of exp(-gap/2kT) at 300 K: {gap_log10:.1f}")
print("no test failed")
```

Output:

```
Spring crystal, lattice/law at T/Theta=0.005: 1.00086
Spring crystal, lattice/law at T/Theta=0.010: 1.00347
Spring crystal, ratio extrapolated to T=0: 0.99999
Power of T in relative deviation: 2.012
Input atoms per formula unit: 3
Input phase 1: static energy 0.000 eV/f.u.
  static volume 34.5 A^3/f.u., bulk modulus 190 GPa
  Debye temperature 440 K, Grueneisen 1.2
Input phase 2: static energy 0.025 eV/f.u.
  static volume 33.3 A^3/f.u., bulk modulus 220 GPa
  Debye temperature 460 K, Grueneisen 1.5
P0 without zero-point energy: 3.491 GPa
P0 with zero-point energy: 4.398 GPa
Volumes at P0, phases 1 and 2: 33.836, 32.786 A^3/f.u.
Volume difference V2-V1 at P0: -1.050 A^3/f.u.
Debye temperatures at P0: 450.37, 470.86 K
Coefficient c: 1.0504 Pa/K^4
c from static zero-pressure inputs instead: 0.9855 Pa/K^4
Power of T from solved shifts at 10 and 20 K: 4.00000
T=10 K: solved shift 0.010504 MPa, law 0.010504 MPa
T=20 K: solved shift 0.16807 MPa, law 0.16807 MPa
T=40 K: solved shift 2.6808 MPa, law 2.6891 MPa
T=100 K: solved shift 73.367 MPa, law 105.04 MPa
T=300 K: solved shift 852.02 MPa, law 8508.6 MPa
Slope at 100 K, solved: 2.1999 MPa/K
Slope at 100 K, Clapeyron: 2.2000 MPa/K
Law shift at 10 K: 10.504 kPa
Dispersion at 10 K, same in both phases: 1.80 % of shift
Dispersion at 10 K, in phase 1 only: 14.4 % of shift
Optical mode input: 14 meV, one per 4 f.u.
Optical mode in one phase, 10 K: 0.0029 kPa
Surface input: difference 0.1 J/m^2, grain 10 nm
Surface-energy shift: 1.93 GPa
Field input: 1 MV/cm, permittivity difference 5
Field shift: 7.13 MPa
Debye sound speed, phase 1: 3392 m/s
Thermal phonon wavelength h v/(k T), 10 K: 16.3 nm
Gap input: 5.5 eV
log10 of exp(-gap/2kT) at 300 K: -46.2
no test failed
```
